Phase conflicts on planar masks: cheapest deletions by matching odd faces, part 1

(Sections cited here and not found follow in the second part.)

**First half: from two openings to a matching of faces**

Q: Why should two openings in a mask care about each other's phase? Each transmits light, and that seems to be all.

A: When they are close, their images overlap, and in coherent light amplitudes add before the intensity is formed. Take a scalar field, a uniform circular lens pupil, illumination along the axis and openings small enough to count as points. All distances are measured at wafer scale. The image amplitude of one opening, at a distance r from its centre, is the average of plane waves over the pupil:

h(v) = (1/π) ∫₀¹ s ds ∫₀^{2π} dφ exp(i v s cos φ), v = 2π NA r/λ.

Here s is the pupil radius divided by its maximum, NA the numerical aperture and λ the wavelength. The angular integral is 2π J₀(vs), where Jₙ is a Bessel function. Since d(xJ₁)/dx = xJ₀,

h(v) = 2 ∫₀¹ J₀(vs) s ds = 2J₁(v)/v.

At the centre h = 1, so intensities below are relative to the peak of one isolated opening.

Give opening i a sign sᵢ = +1 for phase 0° and −1 for phase 180°. Halfway between two openings a distance d apart, both amplitudes have the magnitude h(πNA d/λ), and the intensity is

I_mid = (s₁ + s₂)² h² = 4h² for equal signs, 0 for opposite signs.

With opposite phases the openings are separated by a dark point at any spacing. With equal phases they must stand far enough apart.

Q: How far is far enough?

A: That needs a limit on the midpoint intensity. I choose 0.15, and define the safe spacing d_s by

4 h(πNA d_s/λ)² = 0.15,

taking the first root as d grows from zero. For λ = 193 nm and NA = 0.85 the root is d_s = 224.2 nm. A scan of larger spacings, up to 3000 nm, found no return above the limit, so the weak outer rings of the image do not spoil the rule for an isolated pair.

Two openings closer than d_s are joined by an edge, which says "these two need opposite phases". The openings and edges form the conflict graph. Each edge has a cost w of dropping its demand, and here I take the missing distance,

w = d_s − d.

It is a stand-in for the trouble of moving the two openings apart. The theorem below uses nothing about w except w ≥ 0.

Q: You will want this graph to be planar. Why should a layout oblige?

A: It does if no two openings are too close. Suppose two edges cross. Their four ends are the corners of a convex quadrilateral, and the edges are its diagonals. The four angles add up to 360°, so some angle θ is at least 90°. If a and b are the sides that meet there, the diagonal facing it has length c with

c² = a² + b² − 2ab cos θ ≥ a² + b² ≥ 2d_min²,

because cos θ ≤ 0 and no two openings are closer than d_min. If d_min ≥ d_s/√2, then c ≥ d_s, and that diagonal is not an edge after all. An edge cannot run through a third opening either, since it would be at least 2d_min long, which exceeds d_s.

For the numbers above the condition is d_min ≥ 158.5 nm. It is sufficient, and for a general layout it cannot be weakened. A square with sides 1% shorter has diagonals of 0.99 d_s; both are edges, and they cross.

Q: Now the phases. Can one not simply colour the openings alternately?

A: Only if every closed loop of edges has an even number of edges, because the phase must flip on each edge and return to its starting value. Three openings that are mutually too close already defeat this: two flips bring the phase back, and the third edge finds equal phases at its ends. Something must be given up, and the question is which edges to delete at least total cost.

Q: Deleting edges and choosing phases look like two different searches.

A: They are one search. For a phase assignment s, collect the edges whose demand it violates:

F(s) = {uv : s_u = s_v}.

Deleting F(s) makes s acceptable. Conversely, let D be any set of deletions that works. Some assignment s then satisfies every edge outside D, so its violated edges all lie in D. With w ≥ 0 this gives

F(s) ⊆ D, hence w(F(s)) ≤ w(D),

where w of a set means the sum of its costs. The cheapest deletion set therefore costs as much as the cheapest F(s), and we may search among sets of this kind alone.

Q: How would I recognise such a set without trying assignments?

A: By looking at the faces. A connected planar graph divides the plane into regions called faces, including the unbounded outer one. Let ∂f be the closed walk around face f and |∂f| its number of steps. An edge with the same face on both sides, called a bridge, is walked twice and counts twice. The claim is that a set F equals F(s) for some s exactly when

|F ∩ ∂f| ≡ |∂f| (mod 2) for every face f,

with the same double counting on the left.

One direction is short. Along ∂f the phase changes on each step outside F(s), which makes |∂f| − |F ∩ ∂f| changes. The walk is closed, so this number is even.

Q: And the other direction? Even counts around faces need not mean even counts around every loop.

A: In the plane they do. Suppose F meets the parity condition. Mark each edge with c(e) = 0 if it lies in F and c(e) = 1 otherwise, so that c says whether the phase should change. The condition is that c adds up to an even number around each face. Take any cycle C and add these sums over all the faces inside it. An edge strictly inside C is walked twice, once from each side, and contributes an even amount. An edge of C has just one of its sides inside and is counted once. Therefore

Σ_{e∈C} c(e) ≡ Σ_{f inside C} Σ_{e∈∂f} c(e) ≡ 0 (mod 2).

Now fix the phase of one opening and carry it along paths, flipping where c = 1. Two paths to the same opening together form a closed walk. Edges used twice cancel modulo 2, and what remains has an even number of edges at each opening, so it splits into cycles. Each cycle contains an even number of flips. Both paths deliver the same phase, the assignment is well defined, and its violated edges are exactly F.

Q: So each odd face must lose an odd number of edges, and each even face an even number. Where does a matching come from?

A: Turn the picture over. In the dual graph each face becomes a node, and each original edge e becomes a link e* between the faces on its two sides, with the same cost. Deleting e opens a door between two faces. A bridge becomes a link from a face to itself and adds 2 to that node's degree. In this language the parity condition reads:

the links chosen have odd degree at the odd faces, and even degree at all others.

A set of links with this property is called a T-join, where T is the set of odd faces. The number of odd faces is even, because each edge has two sides:

Σ_f |∂f| = 2|E|,

and an even sum contains an even number of odd terms. The odd faces can thus be grouped in pairs.

Q: They can be grouped, but why must a cheapest T-join respect any grouping?

A: Because every T-join J contains one. Start at an odd face and walk along links of J, never using a link twice. On arrival at an even face, an odd number of its links has been used; its degree in J is even, so one is left and the walk goes on. On a return to the starting face, an even number of its links has been used; its degree is odd, so again one is left. The walk must end somewhere, and the remaining possibility is another odd face.

Remove this trail from J. Its two end faces now have even degree, and no other parity has changed. Repeat until the odd faces are used up. J has been split into trails that pair all the odd faces, plus leftover links whose cost is not negative. Let δ(f,g) be the cost of the cheapest path between f and g in the dual graph. A trail from f to g costs at least δ(f,g), so

w(J) ≥ Σ_{pairs} δ(f,g) ≥ W_min,

where W_min is the least value of such a sum over all ways of pairing the odd faces. A complete pairing is called a perfect matching.

Q: That is a lower bound. Can it be reached, when the cheapest paths may run over one another?

A: Yes. Take the best matching and a cheapest path for each pair, and keep the links used an odd number of times. A path has odd degree at its two ends and even degree elsewhere. Adding paths modulo 2 adds these parities, and each odd face is the end of one path. The result is a T-join. Dropping links that were used twice cannot raise the cost, so it costs at most W_min. By the bound just shown it costs at least W_min. Hence

least deletion cost = W_min,

and the edges to delete are those crossed an odd number of times by the chosen paths.

Q: I had expected a matching "in the dual graph", meaning a choice of dual links that do not touch. Is that the same thing?

A: It is not. The matching is made in an auxiliary graph whose nodes are the odd faces and whose prices are the path costs δ. A path may pass through even faces, and then it deletes several edges. If one insists on odd faces that share an edge, a perfect matching may not exist at all; the example in the second half is such a case.

Q: Try it on something I can do in my head.

A: A single triangle has two faces, inside and outside, both with three sides. They form the one pair, and the cheapest path crosses the cheapest edge. Two triangles that share an edge have an outer face with four sides, so the two triangles are the odd faces. The path between them either crosses the shared edge or goes out through one triangle's cheapest outer edge and in through the other's. The answer is the smaller of the shared edge's cost and the sum of the other two.

Q: Where would the theorem break?

A: In two places. If edges cross, the faces are not defined and the argument has no starting point. If a cost is negative, extra deletions pay: a single edge of cost −1 has no odd face and a matching cost of 0, yet deleting it gives −1. A disconnected graph is no real obstacle. A face may then have several boundary walks, so it is simplest to treat each connected component by itself and add the costs.

As a numerical trial of the whole chain, 150 random planar graphs with eight vertices and integer costs from 0 to 9 were solved by matching. In every case the cost equalled the minimum over all 128 phase assignments that differ by more than a global flip.

Q: Trying all assignments was possible there. Why bother with the matching?

A: The number of assignments doubles with each opening. Cheapest paths and minimum-weight perfect matchings can both be found in a time that grows as a power of the size of the graph. For matching this is the achievement of the blossom algorithm, which I quote here without proof. The theorem itself needs only that the minimum exists.

**Second half: a layout of eleven openings, and what its image shows**

Q: Before we use it, remind me what the letters mean.

A: Openings closer than the safe spacing d_s = 224.2 nm are joined by an edge of cost w = d_s − d, where d is their distance. The sign sᵢ = ±1 stands for phase 0° or 180°. The image amplitude of one point opening is h(v) = 2J₁(v)/v with v = 2πNA r/λ, and a pair with equal phases has the midpoint intensity 4h(πNA d/λ)², which is 0.15 at d_s. Faces with an odd number of sides are odd faces, and δ(f,g) is the cheapest total cost of edges crossed on the way from face f to face g. The least deletion cost equals the cheapest perfect matching of the odd faces priced by δ. A deletion set fits some phase assignment when it takes an odd number of edges from each odd face and an even number from each even face.

Q: Then give me a layout.

A: Eleven contact openings, named A to K, have these centres in nm:

A (0, 85), B (150, 0), C (150, 180), D (325, 0),
E (325, 175), F (490, 110), G (150, 385), H (240, −150),
I (475, 290), J (335, 380), K (0, 285).

The smallest spacing is 166.4 nm, above the 158.5 nm that guarantees a planar graph. As a sample edge, A and C differ by 150 nm and 95 nm, so

d = √(150² + 95²) = 177.6 nm, w = 224.2 − 177.6 = 46.6 nm.

There are 19 edges; the numerical output lists them all. Euler's relation for a connected planar graph gives the number of faces as 2 − 11 + 19 = 10. Seven are triangles: ABC, ACK, BDH, CGK, DEF, EFI and EIJ. Two are quadrilaterals, BCDE and CEGJ. The outer face has nine sides. The sides add up to 7·3 + 2·4 + 9 = 38, twice the number of edges, as they should.

Q: So there are eight odd faces: the seven triangles and the outside. How many pairings is that?

A: The first face has 7 possible partners, the next free one has 5, and the next has 3, which makes 7·5·3 = 105 pairings. The cheapest is

ABC – ACK, crossing AC: 46.6 nm
outer – BDH, crossing BH: 49.2 nm
CGK – EIJ, crossing CG and EJ: 19.2 + 18.9 = 38.1 nm
DEF – EFI, crossing EF: 46.8 nm.

The total is 180.8 nm from unrounded costs. The third path runs through the even face CEGJ. That detour is cheap because CG and EJ are long edges, whose openings are almost at the safe spacing already. Going round by the outside would cost 43.9 nm for GK and 57.7 nm for IJ, or 101.6 nm.

For a planar conflict graph with non-negative costs, the cheapest deletions follow from a cheapest perfect matching of the odd faces, which gives 180.8 nm for the eleven-opening layout. It remains to check this result and the phases it leaves, and to see whether the repaired layout gives an acceptable image.
